# Bleaney's Formula for Lanthanide NMR Shifts: Two Derivations and Its Limits, part 2

A trivalent lanthanide ion at the origin shifts the NMR frequency of a nucleus at $(r,\theta,\varphi)$ through the point-dipole field of its thermal moment. The question is how far Bleaney's formula (9) holds. The model keeps only the ground Russell–Saunders multiplet ($L$, $S$, $J$, Landé factor $g$), with linear response and isotropic tumbling. Units are Gaussian, $\mu_B^2=5.36815\times10^{-5}$ eV Å$^3$; $\beta=1/kT$, $X=J(J+1)$, $Q=X(4X-3)$. $\langle A\rangle=\mathrm{Tr}A/(2J+1)$; $\langle A\rangle_T$ is thermal.

The crystal field, of total splitting $\Delta$ and $\langle H\rangle=0$, is $H=b\,O_2^0+b'\,O_2^2+H_4+H_6$, with $O_2^0=3J_z^2-X$, $O_2^2=J_x^2-J_y^2$, $b=\alpha_JB_{20}$, $b'=\alpha_JB_{22}$ (Stevens convention). $b<0$ makes $z$ the easy axis. Rank $k$ means $\mathcal C(A)\equiv\sum_a[J_a,[J_a,A]]=k(k+1)A$; different ranks are orthogonal, $\langle AB\rangle=0$. Also $\langle(O_2^0)^2\rangle=Q/5$, and over $m=-J,\dots,J$
$$\langle m^2\rangle=\frac X3,\quad\langle m^4\rangle=\frac{X(3X-1)}{15},\quad\langle m^6\rangle=\frac{X(3X^2-3X+1)}{21}.\tag{3}$$
With $\alpha_L$ the Stevens factor for $L$, $\Lambda=L(L+1)$ and $Y=X+\Lambda-S(S+1)$,
$$\alpha_J=\alpha_L\,\frac{3Y(Y-1)-4X\Lambda}{2Q}.\tag{5}$$
For Dy$^{3+}$, $J=\tfrac{15}2$ and $\alpha_J=-2/315$.

A field $\mathbf B_0$ adds $\mathbf h\cdot\mathbf J$, $\mathbf h=g\mu_B\mathbf B_0$, to $H$. The partition function $Z$ defines $K$, and the susceptibility is $\chi=g^2\mu_B^2K$:
$$\ln Z(\mathbf h)=\ln Z_0+\tfrac12\beta\,h_aK_{ab}h_b+O(h^4),\tag{1}$$
With $K_{\rm ax}=K_{zz}-\tfrac12(K_{xx}+K_{yy})$ and $K_{\rm rh}=K_{xx}-K_{yy}$, the shift (positive toward higher frequency) is
$$\delta=\frac{g^2\mu_B^2}{3r^3}\Big[K_{\rm ax}(3\cos^2\theta-1)+\tfrac32K_{\rm rh}\sin^2\theta\cos2\varphi\Big].\tag{2}$$

The first derivation expands $Z$ in $\beta$:
$$K_{ab}=\frac{\beta X}3\delta_{ab}-\beta^2\langle H\,\tfrac12\{J_a,J_b\}\rangle+\beta^3K^{(3)}_{ab}+\dots,\tag{6}$$
$$K^{(3)}_{aa}=\tfrac16\big[2\langle H^2J_a^2\rangle+\langle HJ_aHJ_a\rangle\big]-\tfrac16X\langle H^2\rangle\quad(\text{no sum}).\tag{7}$$
At order $\beta^2$,
$$K_{\rm ax}=-\beta^2\,b\,\frac Q{10},\qquad K_{\rm rh}=-\beta^2\,b'\,\frac Q{15}.\tag{8}$$
$$\delta_{\rm B}=-\frac{\mu_B^2\,g^2J(J+1)(2J-1)(2J+3)\,\alpha_J}{30\,(kT)^2r^3}\Big[B_{20}(3\cos^2\theta-1)+B_{22}\sin^2\theta\cos2\varphi\Big].\tag{9}$$

The second derivation, a Van Vleck sum over levels $H|n\rangle=E_n|n\rangle$ with $w_n=e^{-\beta E_n}$, gives the result called exact,
$$K_{aa}=\frac1{Z_0}\sum_{n,m}|(J_a)_{nm}|^2f_{nm},\qquad f_{nm}=\frac{w_n-w_m}{E_m-E_n},\tag{10}$$
where $f\to\beta w_n$ for equal energies, and
$$f(E,E')=\beta-\tfrac12\beta^2(E+E')+\tfrac16\beta^3(E^2+EE'+E'^2)-\dots\tag{11}$$

## What each derivation assumes

Both rest on the model, on (1) and on (2). The first never needs eigenstates. It holds for any symmetry, removes ranks 4 and 6 in one line, and produces each order as a trace. It assumes from the start that a power series in $\beta$ is useful, and it says nothing by itself about where the series stops being so.

The second needs the spectrum. It is explicit only for axial fields and borrows linearity for the rest and rank orthogonality for $H_4$ and $H_6$. As written it also uses perturbation theory in $h$ against level spacings; that condition is only apparent, since $f$ is smooth as $E'\to E$ and (6) carries no such condition. In return it starts from a closed expression valid at every temperature. It also shows that the $T^{-2}$ law is no separate mechanism: along $z$ it comes from reweighted Curie terms, along $x$, in an axial field, from Van Vleck terms whose population differences cancel the denominators, joined for half-integer $J$ by the reweighted Curie term of the degenerate pair $m=\pm\tfrac12$. The limits of (9) are found by taking the next order from the first route and the bounds from the second.

## The $T^{-3}$ term

Let $H=\sum_kH_k$ be axial. Along $z$ everything commutes, and (7) with $J_z^2=(O_2^0+X)/3$ gives $K^{(3)}_{zz}=\tfrac16\langle H^2O_2^0\rangle$. Along $x$, define $C_x=\langle[H,J_x]^\dagger[H,J_x]\rangle=2\langle H^2J_x^2\rangle-2\langle HJ_xHJ_x\rangle$. Then $K^{(3)}_{xx}=\tfrac12\langle H^2J_x^2\rangle-\tfrac1{12}C_x-\tfrac16X\langle H^2\rangle$; the same split appears in (11), where $\tfrac16(E^2+EE'+E'^2)=\tfrac14(E^2+E'^2)-\tfrac1{12}(E-E')^2$. Axial symmetry lets $J_x^2$ be replaced by $(X-J_z^2)/2=X/3-O_2^0/6$, so $K^{(3)}_{xx}=-\tfrac1{12}\langle H^2O_2^0\rangle-\tfrac1{12}C_x$. Finally $C_x+C_y+C_z=\langle H\,\mathcal C(H)\rangle=\sum_kk(k+1)\langle H_k^2\rangle$, with $C_z=0$ and $C_x=C_y$. Hence
$$K^{(3)}_{\rm ax}=\tfrac14\langle H^2O_2^0\rangle+\tfrac1{24}\sum_kk(k+1)\langle H_k^2\rangle.\tag{13}$$
The (2,6) cross term vanishes, because $H_2O_2^0$ is a polynomial of degree 4 in $m$ and so has ranks up to 4 only. The (2,2), (2,4), (4,4), (4,6) and (6,6) terms remain, and the last three survive at $B_{20}=0$, where (9) predicts no axial shift.

For pure $B_{20}$, expanding the cube with (3),
$$\langle(O_2^0)^3\rangle=\tfrac97X(3X^2-3X+1)-\tfrac95X^2(3X-1)+3X^3-X^3=\tfrac X{35}(16X^2-72X+45),$$
which factors as $Q(4X-15)/35$. The second term of (13) is $\tfrac6{24}b^2Q/5=7b^2Q/140$. The sum is $b^2Q(4X-8)/140=b^2Q(X-2)/35$, and dividing by (8), with $X-2=(J-1)(J+2)$,
$$\frac{T^{-3}\text{ term}}{T^{-2}\text{ term}}=-\frac27(J-1)(J+2)\frac{\alpha_JB_{20}}{kT}.\tag{14}$$
For half-integer $J$ the splitting is $\Delta=3|b|(J^2-\tfrac14)$, and for $J=\tfrac{15}2$ the magnitude of (14) is $0.105\,\Delta/kT$. It raises the magnitude of the shift for an easy axis ($b<0$) and lowers it for an easy plane. The statement that Bleaney's law fails once $\Delta$ exceeds $kT$ is therefore too sharp for a pure $B_{20}$ field: at $\Delta=kT$ the leading correction is about a tenth of the Bleaney value.

## Bounds, low temperature and convergence

The weight in (10) can be written $f_{nm}=\beta\int_0^1w_n^{1-t}w_m^t\,dt$. The integrand is positive and convex in $t$, so it lies below the chord and $0<f_{nm}\le\tfrac12\beta(w_n+w_m)$. Summing over states, $0\le K_{aa}\le\beta\langle J_a^2\rangle_T$. Since $\langle J_z^2\rangle_T\le J^2$ and $\langle J_x^2+J_y^2\rangle_T\le X$,
$$-\tfrac12\beta X\le K_{\rm ax}\le\beta J^2\tag{15}$$
for any crystal field. The Bleaney value grows as $\beta^2$ and must leave this range. Setting $\beta^2|b|Q/10$ equal to each limit, with $|b|=\Delta/3(J^2-\tfrac14)$, gives $\Delta/kT=15(J^2-\tfrac14)/(4X-3)$ for the easy plane and $30J^2(J^2-\tfrac14)/Q$ for the easy axis, that is 3.33 and 5.88 for $J=\tfrac{15}2$. Beyond these values (9) exceeds what the multiplet can deliver; they mark where failure is guaranteed, not where it begins.

At low temperature (10) reduces to the ground level. For an easy axis the doublet $\pm J$ gives $K_{zz}\to\beta J^2$ and a constant $K_{xx}\to J/[3|b|(2J-1)]$, so the shift goes as $T^{-1}$. For an easy plane and half-integer $J$ the doublet $\pm\tfrac12$ gives $K_{zz}\to\beta/4$ and $K_{xx}\to\beta(J+\tfrac12)^2/4$, again $T^{-1}$. The local exponent $\nu=d\ln|K_{\rm ax}|/d\ln\beta$ measures the crossover; for the easy axis it is 2.001 at $\Delta/kT=0.01$ and 1.005 at 100.

The numerator of (10) is an entire function of $\beta$, so the series (6) converges at least out to the nearest complex zero of $Z_0$. With the energies measured from the middle of the spectrum, each $e^{-\beta E_n}$ has phase at most $|\mathrm{Im}\,\beta|\Delta/2$ in size, so all terms have positive real part and no zero exists for $|\beta|\Delta<\pi$. For pure $B_{20}$ and $J=\tfrac{15}2$, $Z_0\propto1+y+y^3+y^6+y^{10}+y^{15}+y^{21}+y^{28}$ with $y=e^{-s/28}$ and $s=\pm\Delta/kT$, and the nearest root lies at $|s|=4.96$. The program confirms this as the radius, to the extent that the exact rational series converges at 0.8 times it and has growing terms at 1.2 times it. Beyond it the series diverges, so adding ever more terms in $1/T$ does not lead from (9) to the exact shift. A short partial sum can still reduce the error: for the easy plane at $\Delta/kT=8.25$ in the example below, the $T^{-3}$ term changes $-899$ ppm to $-120$ ppm, against an exact $-298$ ppm.

## Worked example

The crystal-field parameters are round model values; $g$ and the Stevens factors are computed for the free-ion Hund states. The digits below belong to the single-multiplet model: admixing the $^6H_{13/2}$ multiplet of Dy$^{3+}$, about 3500 cm$^{-1}$ higher, changes 121.8 to about 120.4 ppm, $-298$ to about $-292$ ppm, and in the rank-4 case 7.78 to about 7.5 ppm and 542 K to about 555 K. The nucleus lies on the axis at $r=6$ Å, where $3\cos^2\theta-1=2$, and $T=300$ K, $kT=0.025852$ eV. The program, whose output follows, tests (5), (8), (9), (13), (14) and (15) against determinant-space diagonalization, contour-integral series coefficients of (10), and a finite-field calculation in SI units.

**Dy$^{3+}$ at $\Delta\approx kT$.** Take $B_{20}=0.025$ eV, with $g=1.3333$, $X=63.75$, $Q=16065$. Then $b=-1.5873\times10^{-4}$ eV and $\Delta=1.0667\times0.025=0.02667$ eV, or $1.03\,kT$. From (8),
$$K_{\rm ax}=\frac{1.5873\times10^{-4}\times16065}{10\times0.025852^2}=381.55\ \text{eV}^{-1}.$$
The susceptibility anisotropy is $5.36815\times10^{-5}\times1.3333^2\times381.55=0.0364$ Å$^3$ (multiplied by $4\pi$ for SI, $45.8\times10^{-32}$ m$^3$), and $\delta_{\rm B}=2\times0.03641/(3\times6^3)=+112.4$ ppm. The exact sum gives $K_{zz}=1096.77$ and $K_{xx}=683.33$ eV$^{-1}$ around the Curie value 821.99, so $K_{\rm ax}=413.44$ eV$^{-1}$, an anisotropy of 0.0395 Å$^3$ ($49.6\times10^{-32}$ m$^3$) and $\delta=+121.8$ ppm. The ratio exact/Bleaney is 1.084. Equation (14) gives $\tfrac27\times61.75\times1.5873\times10^{-4}/0.025852=0.1083$, hence $112.4\times1.1083=124.6$ ppm, slightly above the exact value.

**Growth of the error.** Call the ratio exact/Bleaney $\rho$. At $\Delta=kT$ it is 1.082 for the easy axis and 0.883 for the easy plane. On the easy-plane side it falls through all tabulated points: 0.75 at $\Delta/kT=2.08$, 0.549 at 4.13, and 0.331 at 8.25, where Bleaney gives $-899$ ppm against an exact $-298$ ppm. On the easy-axis side (14) pushes $\rho$ above 1 while (15) forces it below 1 beyond 5.88, so it must turn over and cross 1. It peaks at 1.104 at $\Delta/kT=1.82$, equals 1 at 3.82, reaches 0.75 only at 6.63, and is 0.636 at 8.25.

Two traps follow. Since $K_{\rm ax}\propto\beta^2\rho$, the exponent is $\nu=2+d\ln\rho/d\ln\beta$, and it equals 2 exactly where $\rho$ is largest. At $B_{20}=0.05$ eV the exponent is 1.97 while the exact shift is 10 % above the Bleaney value. At $B_{20}=0.1$ eV the magnitude agrees by accident ($\rho=0.973$) while the exponent is 1.62. Neither a $T^{-2}$ slope nor a correct magnitude alone validates (9). On this side the $T^{-3}$ term helps at $\Delta\approx kT$ but soon stops helping: at $\Delta/kT=2.06$, well inside the radius of convergence, it moves the shift from 224.8 to 273.5 ppm, past the exact 247.8 ppm by slightly more than the original shortfall.

**Across the series.** If $B$ parameters and geometry are the same for all ions, (9) makes the shifts proportional to $g^2Q\alpha_J$, which on the scale Dy $=-100$ is $-86.9$ for Tb, $+52.5$ for Tm and $+21.6$ for Yb. At $B_{20}=0.05$ eV and within the single-multiplet model, the six ions with $\alpha_J<0$ (Ce, Pr, Nd, Tb, Dy, Ho) have $\rho>1$ and those with $\alpha_J>0$ (Er, Tm, Yb, and also Pm) have $\rho<1$, in line with the sign of (14). Mixing with the next multiplet brings $\rho$ just below 1 for Ce (about 0.96) and Nd (about 0.98) but leaves Tb, Dy and Ho above 1 and Er, Tm and Yb below it, so among the heavy ions the errors at this $B_{20}$ compound in ratios between the two groups. The Dy/Yb ratio changes from $-100/21.6=-4.63$ to $-4.63\times1.102/0.702\approx-7.3$, with $\Delta/kT$ of 2.06 and 2.21.

**A rank-4 field.** Let $H_4=\beta_JB_{40}O_4^0$, where $O_4^0=35m^4-(30X-25)m^2+3X^2-6X$ is the operator equivalent of $8P_4(\cos\theta_i)$ and $\beta_J=-5.92\times10^{-5}$ for Dy$^{3+}$. Take $B_{20}=-0.002$ eV and $B_{40}=0.02$ eV, so that $\Delta=0.0341$ eV $=1.32\,kT$. Bleaney's formula gives $-8.99$ ppm and the exact shift is $+7.78$ ppm. Equation (13) accounts for the reversal: its (2,2), (2,4) and (4,4) parts are $+0.08$, $-3.49$ and $+18.36$ ppm, and $-8.99+14.95=+5.96$ ppm has the right sign. The $B_{40}$ field alone gives $+20.44$ ppm where (9) gives zero. The exact shift changes sign at 542 K, where $\Delta/kT=0.73$, so in this case the sign of (9) is already wrong with the splitting below $kT$.

The size of $\Delta/kT$ is thus not the criterion by itself. For an axial $H$ the relative error of the axial term is, to leading order, $\beta K^{(3)}_{\rm ax}/(-bQ/10)$, with $K^{(3)}_{\rm ax}$ from (13). For pure $B_{20}$ and $J=\tfrac{15}2$ its magnitude is $0.105\,\Delta/kT$, and a 25 % shortfall from the Bleaney value needs about $2kT$ (easy plane) or between $6kT$ and $7kT$ (easy axis). When axial terms of rank 4 and 6 supply most of the splitting, the numerator is quadratic in them and the denominator is the small $B_{20}$, so at a given $\Delta/kT$ this leading-order relative error grows without limit as $B_{20}\to0$, unless the (4,6) cross term, whose sign follows the relative sign of $H_4$ and $H_6$, happens to cancel the (4,4) and (6,6) terms. Non-axial components can change this. A field of cubic symmetry alone gives an isotropic $K$, so when a small $B_{20}$ is added to it the anisotropy is itself proportional to $B_{20}$, and the relative error stays finite.

## Computed values

```
T = 300 K, kT = 0.025852 eV, nucleus r = 6.0 A, theta = 0
mu_B^2 (Gaussian) = 5.36815e-05 eV A^3
(a) ion, J, g, alpha_J, C_J (Dy=-100), Delta/kT, exact/Bleaney at B20 = 0.05 eV
Ce  2.5 0.8571 -0.057143    -6.5  1.99  1.017
Pr  4.0 0.8000 -0.021010   -11.4  1.95  1.078
Nd  4.5 0.7273 -0.006428    -4.5  0.75  1.065
Tb  6.0 1.5000 -0.010101   -86.9  2.11  1.095
Dy  7.5 1.3333 -0.006349  -100.0  2.06  1.102
Ho  8.0 1.2500 -0.002222   -39.3  0.83  1.071
Er  7.5 1.2000 +0.002540   +32.4  0.83  0.904
Tm  6.0 1.1667 +0.010101   +52.5  2.11  0.742
Yb  3.5 1.1429 +0.031746   +21.6  2.21  0.702
(b) Dy: X = 63.75, X(4X-3) = 16065, g^2 X(4X-3) alpha = -181.33
Dy beta_J = -5.9200e-05, gamma_J = 1.0350e-06, Delta/|B20| = 1.0667
B20 = 0.025 eV: alpha B20 = -1.5873e-04 eV, Delta = 0.02667 eV
Kzz = 1096.77 1/eV, Kxx = 683.33 1/eV, X/(3kT) = 821.99 1/eV
Kax exact = 413.44 1/eV, Bleaney = 381.55 1/eV
T^-3 / T^-2 ratio = +0.1083
Delta chi_ax exact = 0.03946 A^3 (SI: 49.58e-32 m^3)
Delta chi_ax Bleaney = 0.03641 A^3 (SI: 45.76e-32 m^3)
B20/eV, Delta/kT, Bleaney/ppm, +T^-3/ppm, exact/ppm, exact/Bleaney, exponent
+0.010  0.41    +45.0    +46.9    +46.7  1.040  2.03
+0.025  1.03   +112.4   +124.6   +121.8  1.084  2.05
+0.050  2.06   +224.8   +273.5   +247.8  1.102  1.97
+0.100  4.13   +449.5   +644.3   +437.5  0.973  1.62
+0.200  8.25   +899.1  +1678.2   +571.8  0.636  1.20
-0.010  0.41    -45.0    -43.0    -42.9  0.954  1.95
-0.025  1.03   -112.4   -100.2    -98.8  0.879  1.85
-0.050  2.06   -224.8   -176.1   -169.1  0.753  1.68
-0.100  4.13   -449.5   -254.8   -246.6  0.549  1.40
-0.200  8.25   -899.1   -119.9   -297.8  0.331  1.17
T^-3 slope |ratio|/(Delta/kT) = 0.1050
exact/Bleaney at Delta = kT: easy axis 1.082, easy plane 0.883
easy plane: exact/Bleaney = 0.75 at Delta/kT = 2.08
easy axis: maximum exact/Bleaney = 1.104 at Delta/kT = 1.82
easy axis: accidental ratio 1 at Delta/kT = 3.82
easy axis: exact/Bleaney = 0.75 at Delta/kT = 6.63
bound violated at Delta/kT > 3.33 (plane), > 5.88 (axis)
radius of convergence Delta/kT = 4.956
easy-axis exponent at Delta/kT = 0.01: 2.001, at 100: 1.005
(c) B20 = -0.002 eV, B40 = 0.02 eV: Delta = 0.03410 eV, Delta/kT = 1.32
Bleaney shift = -8.99 ppm, exact shift = +7.78 ppm
T^-3 parts: (2,2) +0.08, (2,4) -3.49, (4,4) +18.36 ppm
Bleaney + T^-3 = +5.96 ppm
exact shift changes sign at T = 542 K, Delta/kT = 0.73
B40 alone (Bleaney shift zero): exact shift = +20.44 ppm
```
